\section*{Defect formation energies and off-stoichiometry of an ordered compound from supercells}

\section{A stoichiometric crystal with two kinds of defect}

Let a compound AB have the CsCl structure. Each cell has one $\alpha$ site, normally holding A, and one $\beta$ site, normally holding B. Suppose that the crystal contains equal numbers of A and B atoms, $N_A=N_B=N$, and two kinds of defect: $n_v$ vacancies on $\alpha$ sites ($V_A$) and $n_a$ A atoms on $\beta$ sites ($A_B$). If the crystal has $M$ cells, counting atoms gives
\begin{equation}
N=M-n_v+n_a,\qquad N=M-n_a .
\label{simplecount}
\end{equation}
Subtracting the two gives $n_v=2n_a$, and the second gives $M=N+n_a$. Defects therefore come in threes, two vacancies and one antisite, and each such triple defect adds a cell to the crystal. The displaced atoms build that cell at a surface or grain boundary.

A supercell calculation supplies the energy $e$ of a perfect cell and the differences $D_v$ and $D_a$ between a supercell with one defect and the perfect supercell. Neither difference is a formation energy, because the two supercells hold different atoms. For well separated defects the crystal energy is
\begin{equation}
Me+n_vD_v+n_aD_a=Ne+n_aE_T,\qquad E_T=2D_v+D_a+e .
\label{ET}
\end{equation}
The atoms balance in $E_T$, so it does not depend on the energy zero of either element.

For dilute defects the number $W$ of arrangements obeys $\ln W\simeq n_v\ln(M/n_v)+n_v+n_a\ln(M/n_a)+n_a$. Set the derivative of $n_aE_T-kT\ln W$ with respect to $n_a$ to zero, with $dn_v=2\,dn_a$. The dependence of $\ln W$ on $M$ contributes $(n_v+n_a)/M\ll1$ and is dropped. With $c_v=n_v/M$ and $c_a=n_a/M$,
\begin{equation}
E_T+kT(2\ln c_v+\ln c_a)=0\;\Rightarrow\;
c_v^2c_a=K\equiv e^{-E_T/kT}.
\label{massaction}
\end{equation}
Since $c_a=c_v/2$, it follows that $c_v=(2K)^{1/3}$. The vacancy fraction is governed by $E_T/3$.

The stoichiometric composition entered the last step only, through $c_a=c_v/2$. With these two kinds of defect, fixed atom numbers force $dn_v=2\,dn_a$ at any composition, so \eqref{massaction} holds off stoichiometry too. With more kinds of defect, or with a second phase present, it is simpler to give each defect its own formation energy, which requires chemical potentials.

\section{The constraint on the chemical potentials}

Admit vacancies and antisites on both sublattices, leave out interstitials, and label the four defects $v=V_A$, $w=V_B$, $a=A_B$, $b=B_A$. Defect $d$ adds $\delta_d^A$ atoms of A and $\delta_d^B$ atoms of B:
\begin{equation}
(\delta^A,\delta^B)=(-1,0),\ (0,-1),\ (1,-1),\ (-1,1)
\end{equation}
for $v,w,a,b$. Defects $v$ and $b$ occupy $\alpha$ sites, $w$ and $a$ occupy $\beta$ sites, and $c_d=n_d/M$ is a fraction of the sites of one sublattice. The assumptions are zero pressure, no net defect charge (the compound is metallic), no interaction between defects, and no entropy other than that of arrangement. The free energy is then
\begin{equation}
G=Me+\sum_d n_dD_d-kT\ln W ,
\label{G}
\end{equation}
where, with Stirling's formula and $m_\alpha=M-n_v-n_b$, $m_\beta=M-n_w-n_a$ the numbers of normally occupied sites,
\begin{equation}
\ln W=2M\ln M-\sum_d n_d\ln n_d-m_\alpha\ln m_\alpha-m_\beta\ln m_\beta .
\label{W}
\end{equation}
The linear Stirling terms cancel because the occupations of each sublattice add to $M$.

The atom numbers are fixed, but $M$ is not:
\begin{equation}
N_i=M+\sum_d\delta_d^i n_d,\qquad i=A,B .
\label{count}
\end{equation}
Minimise $G-\sum_i\mu_i\bigl(M+\sum_d\delta^i_dn_d-N_i\bigr)$. At the minimum $\partial G/\partial N_i=\mu_i$, so the multipliers are the chemical potentials. For a defect on sublattice $s$, $\partial\ln W/\partial n_d=-\ln n_d-1+\ln m_s+1$, and the condition on $n_d$ is
\begin{equation}
\varepsilon_d+kT\ln\frac{n_d}{m_s}=0,\qquad
\varepsilon_d=D_d-\delta_d^A\mu_A-\delta_d^B\mu_B .
\label{eps}
\end{equation}
This $\varepsilon_d$ is the formation energy: removed atoms go to reservoirs at $\mu_i$ and added atoms come from them. Dividing $m_s+\sum_{d\in s}n_d=M$ by $m_s$ gives
\begin{equation}
\frac{M}{m_s}=Z_s=1+\sum_{d\in s}e^{-\varepsilon_d/kT},\qquad
c_d=\frac{e^{-\varepsilon_d/kT}}{Z_s}.
\label{c}
\end{equation}

For the condition on $M$, note that $m_\alpha$ and $m_\beta$ each grow by one with $M$. The constants $+2$ and $-2$ cancel in $\partial\ln W/\partial M=2\ln M-\ln m_\alpha-\ln m_\beta=\ln(Z_\alpha Z_\beta)$. Hence
\begin{equation}
\mu_A+\mu_B=e-kT\ln(Z_\alpha Z_\beta).
\label{constraint}
\end{equation}
The crystal is in equilibrium with respect to adding whole cells. For dilute defects the last term is about $-kT\sum_dc_d$, and $\mu_A+\mu_B\simeq e$. Setting both potentials to the elemental energies $E_A$ and $E_B$ violates this by the formation energy of the compound, $H=e-E_A-E_B$.

As a check on \eqref{eps}--\eqref{constraint}, the canonical distribution was summed explicitly over defect numbers for 8000 A and 8040 B atoms at 2500~K, with the energies of the example below. The mean fractions of all four defects agree with \eqref{c} to within 0.14\%, relative to the sum.

\section{One free parameter and the limit of zero temperature}

One potential remains free. In the dilute limit let $t=\varepsilon_v$. Define, besides $E_T$, the energies $E_S=D_v+D_w+e$ of a vacancy pair and $E_X=D_a+D_b$ of an exchanged pair. By \eqref{eps}, $2\varepsilon_v+\varepsilon_a=2D_v+D_a+\mu_A+\mu_B=E_T$. The same addition for the other two combinations gives
\begin{equation}
\varepsilon_a=E_T-2t,\quad
\varepsilon_w=E_S-t,\quad
\varepsilon_b=E_X-E_T+2t .
\label{family}
\end{equation}
Raising $\mu_A$ makes A vacancies dearer and A antisites cheaper, the latter twice as fast.

At $T=0$ insert $D_d=\varepsilon_d+\sum_i\delta_d^i\mu_i$ into the energy and use \eqref{count} with $\mu_A+\mu_B=e$:
\begin{equation}
Me+\sum_dn_dD_d=\mu_AN_A+\mu_BN_B+\sum_dn_d\varepsilon_d .
\label{dual}
\end{equation}
If every $\varepsilon_d\ge0$, the first two terms are a lower bound on the energy. The bound is attained when the defects present have $\varepsilon_d=0$. Let $E_T<E_X$ and $E_T<2E_S$. Then \eqref{family} allows $0\le t\le E_T/2$. At $t=0$ the vacancy $V_A$ is free and holds any excess of B. At $t=E_T/2$ the antisite $A_B$ is free and holds any excess of A. As long as no second phase forms, $\mu_A$ therefore jumps by $E_T/2$ across stoichiometry; competing phases can make the jump smaller. With the opposite inequalities other defects take these roles.

\section{Off-stoichiometry}

Let $x$ be the atomic fraction of B and $s=x-\tfrac12$. From \eqref{count}, $N_B-N_A=M(c_v-c_w-2c_a+2c_b)$ and $N_A+N_B=M(2-c_v-c_w)$, so
\begin{equation}
s=\frac{N_B-N_A}{2(N_A+N_B)}
=\frac{c_v-c_w-2c_a+2c_b}{2(2-c_v-c_w)} .
\label{s}
\end{equation}
Equations \eqref{constraint} and \eqref{s} fix both potentials at given $x$ and $T$.

When $c_w$ and $c_b$ are negligible and the rest is dilute, $4s=c_v-2c_a$. Inserting $c_a=(c_v-4s)/2$ into \eqref{massaction} gives
\begin{equation}
c_v^2(c_v-4s)=2K .
\label{cubic}
\end{equation}
There are three regimes, separated by $|s|\sim(2K)^{1/3}/4$:
\begin{align}
s=0:&\quad c_v=(2K)^{1/3}, \label{r0}\\
s<0:&\quad c_a\simeq2|s|,\quad c_v\simeq\sqrt{K/(2|s|)}, \label{rA}\\
s>0:&\quad c_v\simeq4s,\quad c_a\simeq K/(16s^2). \label{rB}
\end{align}
At fixed composition the apparent energy of $V_A$ is thus $E_T/3$ at stoichiometry, $E_T/2$ with excess A, and zero with excess B, where composition dictates the vacancies.

A neighbouring phase $A_pB_q$ of energy $E_{pq}$ per formula, its own defects and entropy neglected, limits the composition range. Atoms exchange freely between the phases when
\begin{equation}
p\mu_A+q\mu_B=E_{pq}.
\label{edge}
\end{equation}
This is the common-tangent rule. The free energy per atom is $g=(1-x)\mu_A+x\mu_B$ with slope $\mu_B-\mu_A$, so its tangent at $x'=q/(p+q)$ has the height $(p\mu_A+q\mu_B)/(p+q)$.

\section{A model compound for a narrow conductor line}

The energies come from a lattice model with round parameters. First-neighbour bonds AA, AB, BB have $-0.17$, $-0.21$, $0.20$~eV, and second-neighbour bonds $-0.02$, $-0.15$, $-0.15$~eV. Each atom also carries $-3.83$ (A) or $-3.18$~eV (B). A site has eight first and six second neighbours. Removing an A atom breaks eight AB and six AA bonds:
\begin{equation}
D_v=8(0.21)+6(0.02)+3.83=5.63\ \text{eV}.
\end{equation}
The 128-site supercells give this value, together with $D_w=5.76$, $D_a=-0.33$, $D_b=3.15$ and $e=-9.20$~eV. The negative $D_a$ does not signal instability; it contains the difference between the one-atom energies. The balanced combinations are
\begin{align}
E_T&=2(5.63)-0.33-9.20=1.73\ \text{eV},\\
E_S&=5.63+5.76-9.20=2.19\ \text{eV},\\
E_X&=-0.33+3.15=2.82\ \text{eV}.
\end{align}
Both inequalities below \eqref{dual} hold: vacancies $V_A$ take up excess B, and antisites $A_B$ excess A.

The elemental energies $E_A=-4.50$ and $E_B=-3.50$~eV are separate inputs and give $H=-1.20$~eV per cell. The bonds are meant only for compositions near AB: extended to pure A in the bcc structure they would give $-4.57$~eV per atom, below $E_A$, and with all $\alpha$ sites empty $3(-0.15)-3.18=-3.63$~eV per B atom, below $E_B$. The latter also lies below $\mu_B=e+D_v=-3.57$~eV at $t=0$: at $T=0$ the bonds would make the vacancies cluster, and the zero-temperature picture above refers to independent defects. Elemental potentials for both species would give the triple defect $1.73+1.20=2.93$~eV.

At an anneal of 700~K, $kT=0.0603$~eV and $K=3.50\times10^{-13}$. At $x=0.5$,
\begin{equation}
c_v=(7.01\times10^{-13})^{1/3}=8.9\times10^{-5},\qquad
c_a=4.4\times10^{-5}.
\end{equation}
For a cell edge $a_0=0.29$~nm this is $3.6\times10^{18}$ vacancies per cm$^3$. The solution of the full equations for three compositions is:
\begin{center}
\begin{tabular}{ccccc}
$x$ & $\varepsilon_v$ (eV) & $\varepsilon_a$ (eV) & $c_v$ & $c_a$\\
0.498 & 0.70 & 0.33 & $9.4\times10^{-6}$ & $4.0\times10^{-3}$\\
0.500 & 0.56 & 0.60 & $8.9\times10^{-5}$ & $4.4\times10^{-5}$\\
0.502 & 0.29 & 1.15 & $8.0\times10^{-3}$ & $5.5\times10^{-9}$
\end{tabular}
\end{center}
A change of 0.4 atomic per cent raises the vacancy fraction by a factor of about 850. The formation energy of a vacancy is therefore not a constant of the compound; it has to be quoted with the composition or the potentials. The regimes meet near $|s|=8.9\times10^{-5}/4\simeq2\times10^{-5}$, so a film whose composition misses $x=0.5$ by much more than this lies in one of the outer two. Numerical temperature derivatives of the full solution give 0.577~eV for $V_A$ at $x=0.500$, 0.865~eV for $V_A$ at 0.498, and 1.730~eV for $A_B$ at 0.502, in agreement with \eqref{r0}--\eqref{rB}.

Let the neighbours be A$_3$B and A$_2$B$_3$, with formation energies $-1.96$ and $-2.72$~eV per formula. Write $\Delta_i=\mu_i-E_i$. In the dilute limit $\Delta_A+\Delta_B=-1.20$~eV. At the A$_3$B edge, subtracting this from $3\Delta_A+\Delta_B=-1.96$ gives $\Delta_A=-0.38$ and $\Delta_B=-0.82$~eV. At the other edge, subtracting twice this from $2\Delta_A+3\Delta_B=-2.72$ gives $\Delta_B=-0.32$ and $\Delta_A=-0.88$~eV. With elemental potentials $\varepsilon_a=0.67$ and $\varepsilon_v=1.13$~eV, so at the respective edges
\begin{align}
\varepsilon_a&=0.67+0.38-0.82=0.23\ \text{eV},\\
\varepsilon_v&=1.13-0.88=0.25\ \text{eV}.
\end{align}
The full equations place the edges at $x=0.489$ and $0.504$ at 700~K, and at $0.4994$ and $0.5002$ at 400~K. Both off-stoichiometric compositions in the table are single-phase at the anneal but lie outside the field at 400~K, where equilibrium would require a second phase.

\section{What the independent-defect model leaves out}

\paragraph{Interactions.} Let $J$ be the extra energy of two like defects on second-neighbour sites, and $y=e^{-\varepsilon_d/kT}$. For a given surrounding with $n$ like defects, the odds that a site is defective are $ye^{-Jn/kT}$. Averaging over the surroundings of normal sites, and treating the six neighbours as independently defective with probability $c$, gives
\begin{equation}
\frac{c}{1-c}=y\left[1+c\left(e^{-J/kT}-1\right)\right]^6 .
\label{nn}
\end{equation}
For $A_B$ the bonds give $J=-0.02+2(0.15)-0.15=0.13$~eV, a repulsion. For $V_A$, $J=-0.02$~eV. At the 700~K edges \eqref{nn} changes $c_a$ from 0.0226 to 0.0203 and $c_v$ from 0.0164 to 0.0170. Monte Carlo sampling of the complete bond model on $12^3$ cells, at the same potentials, gives 0.0203 and 0.0171. Independent defects are thus about 11\% too many and 4\% too few, relative to the sampled values. The potentials were held fixed; interactions would also shift \eqref{constraint}, and that shift is not included.

\paragraph{Stress and vibrations.} Under hydrostatic tension $\sigma$ each added cell gains work $\sigma a_0^3$ if defects do not relax the lattice. Then $E_T$ falls by this amount, and at $x=0.5$ the vacancy fraction rises by $\exp(\sigma a_0^3/3kT)$. For 300~MPa the work is 0.046~eV and the factor 1.29. A vibrational entropy of $2k$ per triple defect, an assumed size, multiplies $K$ by $e^2$ and $c_v$ by $e^{2/3}=1.95$. An error of 0.1~eV in $E_T$ from the supercells would matter comparably: $\exp(0.1/3kT)\simeq1.7$.

\paragraph{Slow equilibration.} A vacancy that hops in six directions over $a_0$, each at the rate $\nu e^{-E_m/kT}$, has a mean square displacement $6a_0^2\nu e^{-E_m/kT}$ per unit time. Its diffusivity is one sixth of this. The time scale for a distance $\ell$, taken as $\ell^2$ divided by the diffusivity, is
\begin{equation}
\tau=\frac{\ell^2}{a_0^2\,\nu}\,e^{E_m/kT}.
\end{equation}
With assumed values $E_m=1.5$~eV, $\nu=10^{13}$~s$^{-1}$ and $\ell=50$~nm to the nearest sink, $\tau$ is about 190~s at 700~K and $2.4\times10^{10}$~s, some 750 years, at 400~K. The mean time to reach a sink is shorter by a geometric factor: $\tau/2$ from midway between two plane sinks each a distance $\ell$ away, and $\tau/6$ from the centre of a sphere of radius $\ell$, still more than a century at 400~K. The estimate counts vacancy transport only; at fixed composition one antisite must also disappear for every two vacancies. The 400~K equilibrium is then out of reach. At $x=0.5$ its vacancy fraction would be $6.8\times10^{-8}$; a crystal cooled quickly from the anneal keeps up to 1300 times more. This figure needs $|s|$ well below $6.8\times10^{-8}/4\simeq2\times10^{-8}$. A cube of 50~nm edge has $5\times10^6$ cells, so a single extra atom shifts $s$ by $5\times10^{-8}$ and the 400~K equilibrium amounts to less than one vacancy. For a narrow line the stoichiometric case at 400~K is therefore an idealisation.

\paragraph{Comparison with a real compound.} The parameters lie in the rough regime of NiAl, which has the same structure, a cell edge near 0.29~nm and a formation energy of roughly $-0.6$~eV per atom, and has been considered for narrow interconnects. Nickel vacancies on its Al-rich side and nickel antisites on its Ni-rich side match the pattern found here. Its single-phase field, whose width depends on temperature, spans many atomic per cent and is far broader than the model's 1.5 at 700~K. The model's width rests on the chosen neighbour energies: in the dilute estimate, raising that of A$_3$B by 0.1~eV raises $\Delta_A$ at this edge by 0.05~eV, lowers $\varepsilon_a$ by 0.1~eV and increases $e^{-\varepsilon_a/kT}$ about fivefold at 700~K. The last term of \eqref{constraint} makes the increase somewhat larger. Such broad fields also hold too many defects for \eqref{c} to be trusted without interactions. Of the effects estimated in this section for the model, the largest is the loss of equilibrium at 400~K. After a fast quench from 700~K the vacancy fraction can exceed its 400~K equilibrium value by a factor of up to 1300 at $x=0.5$ and, by \eqref{rA}, about $5\times10^4$ with excess A inside the 400~K field. Beyond the edge at $x=0.4994$, equilibrium would move the excess A into A$_3$B and leave $2|s|\simeq0.0013$ in AB instead of $0.004$, so for a crystal quenched at $x=0.498$ the factor drops to about $2.6\times10^4$. With excess B inside the 400~K field, and $s$ well above $2\times10^{-5}$, the composition fixes the vacancies and the factor is close to one. Beyond the field edge at $x=0.5002$, equilibrium would move the excess B into A$_2$B$_3$ and leave a vacancy fraction of about $4(0.00018)\simeq7\times10^{-4}$ in AB. A crystal quenched at $x=0.502$ keeps $8.0\times10^{-3}$, about 11 times more. The remaining computed values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
First-neighbour bonds AA, AB, BB: -0.17, -0.21, 0.20 eV
Second-neighbour bonds AA, AB, BB: -0.02, -0.15, -0.15 eV
One-atom energies A, B: -3.83, -3.18 eV
Elemental energies A, B: -4.50, -3.50 eV/atom
Neighbour formation energies A3B, A2B3: -1.96, -2.72 eV/formula
Perfect 128-site supercell: -588.800 eV; per cell: -9.200 eV
Compound formation energy: -1.200 eV/cell
V_A: supercell -583.170 eV, raw D 5.630 eV, at elemental mu 1.130 eV
V_B: supercell -583.040 eV, raw D 5.760 eV, at elemental mu 2.260 eV
A_B: supercell -589.130 eV, raw D -0.330 eV, at elemental mu 0.670 eV
B_A: supercell -585.650 eV, raw D 3.150 eV, at elemental mu 2.150 eV
Triple defect E_T: 1.730 eV; vacancy pair E_S: 2.190 eV
Exchange E_X: 2.820 eV; opposite triple defect: 5.470 eV
Triple defect with elemental mu (wrong): 2.930 eV
T=0 B-rich: muA-E_A -1.130 eV, muB-E_B -0.070 eV
T=0 A-rich: muA-E_A -0.265 eV, muB-E_B -0.935 eV
kT at 700 K: 0.06032 eV; K = exp(-E_T/kT): 3.504e-13
x=0.498, 700 K: muA-E_A -0.4315 eV, muB-E_B -0.7687 eV
  eps V_A,V_B,A_B,B_A (eV): 0.6985, 1.4913, 0.3327, 2.4873
  site fractions, same order: 9.354e-06, 1.827e-11, 4.005e-03, 1.238e-18
x=0.500, 700 K: muA-E_A -0.5673 eV, muB-E_B -0.6327 eV
  eps V_A,V_B,A_B,B_A (eV): 0.5627, 1.6273, 0.6045, 2.2155
  site fractions, same order: 8.882e-05, 1.924e-12, 4.441e-05, 1.120e-16
x=0.502, 700 K: muA-E_A -0.8390 eV, muB-E_B -0.3615 eV
  eps V_A,V_B,A_B,B_A (eV): 0.2910, 1.8985, 1.1475, 1.6725
  site fractions, same order: 7.968e-03, 2.145e-14, 5.475e-09, 9.017e-13
Cell edge 0.29 nm; V_A density at x=0.5, 700 K: 3.64e+18 cm^-3
Apparent energy V_A at x=0.500: 0.5766 eV
Apparent energy V_A at x=0.498: 0.8645 eV
Apparent energy A_B at x=0.502: 1.7300 eV
Field at 700 K: x from 0.48870 to 0.50413
Field at 400 K: x from 0.49937 to 0.50018
Edge with A3B, 700 K: muA-E_A -0.3793 eV, eps V_A 0.7507 eV, eps A_B 0.2272 eV
Edge with A2B3, 700 K: muA-E_A -0.8830 eV, eps V_A 0.2470 eV, eps A_B 1.2350 eV
Canonical sum at 2500 K, largest relative difference: 0.13 %
A_B at A3B edge: pair energy J 0.130 eV, independent 0.02259
  neighbour-corrected 0.02031, Monte Carlo 0.02029 (site fractions)
V_A at A2B3 edge: pair energy J -0.020 eV, independent 0.01638
  neighbour-corrected 0.01704, Monte Carlo 0.01705 (site fractions)
Tension 300 MPa: work 0.0457 eV/cell, V_A factor 1.287
Vibrational entropy 2 k per triple: V_A factor 1.948
V_A fraction at x=0.5, 400 K: 6.834e-08
Frozen-in V_A excess 700 K over 400 K: factor 1300
Migration energy 1.5 eV, attempt rate 1e+13 1/s, distance 50 nm
Vacancy travel time: 187 s at 700 K, 2.36e+10 s at 400 K
\end{verbatim}
